**Symmetries and forced zeros of the 9j symbol: numerical test**

The program tests that the 9j symbol, defined as a sum over products of six 3j symbols, is unchanged by transposition and gains (−1)^S when two rows or two columns are exchanged. Here S is the sum of the nine arguments; in the code each argument is stored as twice its value. The 3j symbols come from diagonalizing the total J² of three spins separately for every ordering of a triad, so the symmetry is not built in. The program asserts that they agree with standard values, with the invariant bracket polynomial and with the column sign rule. It generates the group of 72 operations and asserts the sign rule for all of them on the worked example and on 16 random arrays with nonzero symbols, whose values are also compared with a 6j-based routine. For two equal rows (1, 3/2, 3/2), the output shows that all 7 allowed third rows with odd S give zero within rounding, while all 17 with even S give nonzero values. It also shows a zero at S = 13 in an array without equal rows or columns, which the 72 symmetries do not force.

## Check in Python

```python
# RESULT UNDER TEST
# The 9j symbol, defined as the sum over all m of six 3j symbols (three rows,
# three columns of a 3x3 array of angular momenta), is unchanged by
# transposition and gains (-1)^S under an exchange of two rows or two columns,
# S = sum of the nine arguments.  This gives 72 symmetries.  Consequently the
# symbol is zero when two rows (or columns) are equal and S is odd.
# Arrays are stored as 9 integers, row by row, each equal to TWICE the argument.
# The 3j symbols are found by diagonalizing the total J^2 of three spins, anew
# for every ordering of a triad, so no permutation symmetry is built in.
from fractions import Fraction
from functools import lru_cache
from itertools import permutations, product
from math import factorial, sqrt
import random
import numpy as np
import sympy as sp
from sympy.physics.wigner import wigner_3j, wigner_9j


def is_triad(a, b, c):
    return (a + b + c) % 2 == 0 and abs(a - b) <= c <= a + b


def spin_matrices(d):
    j = d / 2
    m = j - np.arange(d + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.diag(m), raising


@lru_cache(maxsize=None)
def three_j(a, b, c):
    """All 3j symbols of a triad; index along each axis is j - m."""
    dims = (a + 1, b + 1, c + 1)
    size = dims[0] * dims[1] * dims[2]
    jz, jp = np.zeros((size, size)), np.zeros((size, size))
    for place, d in enumerate((a, b, c)):
        for total, single in zip((jz, jp), spin_matrices(d)):
            factors = [np.eye(n) for n in dims]
            factors[place] = single
            total += np.kron(np.kron(factors[0], factors[1]), factors[2])
    j_squared = jp.T @ jp + jz @ jz + jz
    values, vectors = np.linalg.eigh(j_squared)
    assert np.sum(np.abs(values) < 1e-8) == 1      # exactly one singlet
    tensor = vectors[:, 0].reshape(dims)
    # phase convention: component m1 = j1, m3 = -j3 has sign (-1)^(j1-j2+j3)
    reference = tensor[0, (a + b - c) // 2, c]
    wanted = (-1) ** ((a - b + c) // 2)
    return tensor * wanted * np.sign(reference)


def six_3j_sum(A, absolute=False):
    triads = [A[0:3], A[3:6], A[6:9], A[0::3], A[1::3], A[2::3]]
    t = [three_j(*x) for x in triads]
    if absolute:
        t = [np.abs(x) for x in t]
    return float(np.einsum('abc,def,ghi,adg,beh,cfi->', *t, optimize='greedy'))


def valid(A):
    return all(is_triad(*x) for x in
               (A[0:3], A[3:6], A[6:9], A[0::3], A[1::3], A[2::3]))


def reference_9j(A):
    return float(sp.N(wigner_9j(*[sp.Rational(x, 2) for x in A])))


def show(A):
    s = [str(Fraction(x, 2)) for x in A]
    return '; '.join(','.join(s[k:k + 3]) for k in (0, 3, 6))


# --- 3j symbols: standard values, invariant polynomial, column permutations
u = sp.symbols('u1:4')
v = sp.symbols('v1:4')


def polynomial_3j(a, b, c):
    """Normalized components of the product of invariant brackets."""
    J = (a + b + c) // 2

    def bracket(p, q):
        return u[p] * v[q] - v[p] * u[q]
    expr = bracket(0, 1)**(J - c) * bracket(1, 2)**(J - a) * bracket(2, 0)**(J - b)
    out = np.zeros((a + 1, b + 1, c + 1))
    for power, coeff in sp.Poly(sp.expand(expr), *u, *v).terms():
        weight = sqrt(np.prod([float(factorial(p)) for p in power]))
        out[power[3], power[4], power[5]] = float(coeff) * weight
    return out / np.linalg.norm(out)


test_triads = [(1, 2, 3), (2, 2, 2), (2, 3, 3), (2, 4, 4), (3, 4, 5), (1, 4, 5)]
err_standard = err_polynomial = err_columns = 0.0
for triad in test_triads:
    T = three_j(*triad)
    err_polynomial = max(err_polynomial, np.abs(T - polynomial_3j(*triad)).max())
    for idx in np.ndindex(*T.shape):
        ms = [d - 2 * i for d, i in zip(triad, idx)]
        if sum(ms) == 0:
            args = [sp.Rational(x, 2) for x in (*triad, *ms)]
            err_standard = max(err_standard, abs(T[idx] - float(wigner_3j(*args))))
    for p in permutations(range(3)):
        parity = round(np.linalg.det(np.eye(3)[list(p)]))
        sign = parity ** (sum(triad) // 2)
        permuted = three_j(*[triad[k] for k in p])
        err_columns = max(err_columns,
                          np.abs(permuted - sign * T.transpose(p)).max())
assert err_standard < 1e-11 and err_polynomial < 1e-11 and err_columns < 1e-11

# --- the group generated by one transposition and two row exchanges
generators = [((0, 3, 6, 1, 4, 7, 2, 5, 8), 1),
              ((3, 4, 5, 0, 1, 2, 6, 7, 8), -1),
              ((0, 1, 2, 6, 7, 8, 3, 4, 5), -1)]
group = {tuple(range(9)): 1}
queue = list(group)
while queue:
    p = queue.pop()
    for g, s in generators:
        q = tuple(p[k] for k in g)
        if q in group:
            assert group[q] == group[p] * s        # the sign is well defined
        else:
            group[q] = group[p] * s
            queue.append(q)
n_odd = sum(s == -1 for s in group.values())
assert len(group) == 72 and n_odd == 36

# --- arrays fixed by a sign-changing operation have equal rows or columns
n_forced = 0
for p, s in group.items():
    if s == -1:
        label = []
        for k in range(9):
            orbit, x = {k}, p[k]
            while x != k:
                orbit.add(x)
                x = p[x]
            label.append(min(orbit))
        rows = {tuple(label[k:k + 3]) for k in (0, 3, 6)}
        cols = {tuple(label[k::3]) for k in range(3)}
        n_forced += len(rows) < 3 or len(cols) < 3
assert n_forced == n_odd


def symmetry_error(A):
    """Largest deviation from the sign rule over all images of A."""
    S, value = sum(A) // 2, six_3j_sum(A)
    return max(abs(six_3j_sum(tuple(A[k] for k in p)) - s**S * value)
               for p, s in group.items())


# --- worked example with 72 different images
example = (1, 2, 3, 2, 4, 4, 1, 4, 5)
S_example = sum(example) // 2
value = six_3j_sum(example)
images = {tuple(example[k] for k in p) for p in group}
image_values = [six_3j_sum(B) for B in images]
n_plus = sum(abs(x - value) < 1e-12 for x in image_values)
n_minus = sum(abs(x + value) < 1e-12 for x in image_values)
err_example = symmetry_error(example)
square = Fraction(value**2).limit_denominator(100000)
assert len(images) == 72 and S_example % 2 == 1 and abs(value) > 1e-3
assert n_plus == 36 and n_minus == 36 and err_example < 1e-12
assert abs(value - reference_9j(example)) < 1e-12
assert abs(float(square) - value**2) < 1e-14

# --- random arrays with nonzero symbols, both parities of S
rng = random.Random(5)
samples = {0: set(), 1: set()}
for attempt in range(200000):
    A = tuple(rng.randint(1, 5) for _ in range(9))
    if valid(A):
        parity = (sum(A) // 2) % 2
        if len(samples[parity]) < 8 and abs(six_3j_sum(A)) > 1e-5:
            samples[parity].add(A)
    if min(len(x) for x in samples.values()) == 8:
        break
assert len(samples[0]) == 8 and len(samples[1]) == 8
all_samples = sorted(samples[0] | samples[1])
err_random = max(symmetry_error(A) for A in all_samples)
err_reference = max(abs(six_3j_sum(A) - reference_9j(A)) for A in all_samples)
assert err_random < 1e-12 and err_reference < 1e-12

# --- two equal rows, every allowed third row
row = (2, 3, 3)
odd_values, even_values = [], []
for third in product(range(0, 5, 2), range(0, 7, 2), range(0, 7, 2)):
    A = row + row + third
    if valid(A):
        x = six_3j_sum(A)
        assert abs(six_3j_sum(tuple(A[k] for k in generators[0][0])) - x) < 1e-12
        (odd_values if (sum(A) // 2) % 2 else even_values).append(abs(x))
n_even_nonzero = sum(x > 1e-10 for x in even_values)
assert len(odd_values) > 0 and max(odd_values) < 1e-12 and n_even_nonzero > 0

zero_case = row + row + (4, 4, 2)
even_case = row + row + (0, 2, 2)
zero_value, zero_abs = six_3j_sum(zero_case), six_3j_sum(zero_case, True)
even_value = six_3j_sum(even_case)
assert abs(zero_value) < 1e-12 and zero_abs > 1e-3 and abs(even_value) > 1e-3
assert abs(even_value - reference_9j(even_case)) < 1e-12

# --- a zero that the symmetries do not force
accident = (1, 2, 3, 2, 3, 3, 3, 5, 4)
accident_value = six_3j_sum(accident)
accident_abs = six_3j_sum(accident, True)
n_accident = len({tuple(accident[k] for k in p) for p in group})
assert valid(accident) and n_accident == 72
assert abs(accident_value) < 1e-12 and accident_abs > 1e-3
assert abs(reference_9j(accident)) < 1e-12


def clean(x):
    return f'{x:.1e}'


print('All numbers are dimensionless; arrays are given row by row')
print('3j: largest deviation from standard values:', clean(err_standard))
print('3j: largest deviation from bracket polynomial:', clean(err_polynomial))
print('3j: largest deviation from column sign rule:', clean(err_columns))
print('Number of symmetry operations:', len(group))
print('Operations with factor (-1)^S:', n_odd)
print('of these, fixed arrays have equal rows or columns:', n_forced)
print('Example array:', show(example))
print('Example S:', S_example)
print(f'Example 9j from six 3j: {value:.10f}')
print(f'Example 9j from 6j-based routine: {reference_9j(example):.10f}')
print('Example 9j squared as a fraction:', square)
for name, (g, s) in zip(('transposed', 'rows 1,2 exchanged', 'rows 2,3 exchanged'),
                        generators):
    B = tuple(example[k] for k in g)
    print(f'Example {name}: {show(B)} -> {six_3j_sum(B):.10f}')
cyclic = example[3:] + example[:3]
print(f'Example rows cycled: {show(cyclic)} -> {six_3j_sum(cyclic):.10f}')
print('Different images of the example:', len(images))
print('Images with the same value:', n_plus)
print('Images with the opposite value:', n_minus)
print('Example: largest deviation from sign rule:', clean(err_example))
print('Random arrays tested, S even:', len(samples[0]))
print('Random arrays tested, S odd:', len(samples[1]))
print('Random arrays: largest deviation from sign rule:', clean(err_random))
print('Equal rows used:', ','.join(str(Fraction(x, 2)) for x in row))
print('Allowed third rows with S odd:', len(odd_values))
print('Largest |9j| among them:', clean(max(odd_values)))
print('Allowed third rows with S even:', len(even_values))
print('Nonzero 9j among them:', n_even_nonzero)
print('Forced zero, array:', show(zero_case))
print('Forced zero, S:', sum(zero_case) // 2)
print('Forced zero, 9j:', clean(zero_value))
print(f'Forced zero, sum of absolute terms: {zero_abs:.6f}')
print('Even contrast, array:', show(even_case))
print('Even contrast, S:', sum(even_case) // 2)
print(f'Even contrast, 9j: {even_value:.10f}')
print('Unforced zero, array:', show(accident))
print('Unforced zero, S:', sum(accident) // 2)
print('Unforced zero, different images:', n_accident)
print('Unforced zero, 9j:', clean(accident_value))
print(f'Unforced zero, sum of absolute terms: {accident_abs:.6f}')
print('OK')
```

It prints:

```
All numbers are dimensionless; arrays are given row by row
3j: largest deviation from standard values: 7.8e-16
3j: largest deviation from bracket polynomial: 7.7e-16
3j: largest deviation from column sign rule: 2.7e-15
Number of symmetry operations: 72
Operations with factor (-1)^S: 36
of these, fixed arrays have equal rows or columns: 36
Example array: 1/2,1,3/2; 1,2,2; 1/2,2,5/2
Example S: 13
Example 9j from six 3j: -0.0146986184
Example 9j from 6j-based routine: -0.0146986184
Example 9j squared as a fraction: 7/32400
Example transposed: 1/2,1,1/2; 1,2,2; 3/2,2,5/2 -> -0.0146986184
Example rows 1,2 exchanged: 1,2,2; 1/2,1,3/2; 1/2,2,5/2 -> 0.0146986184
Example rows 2,3 exchanged: 1/2,1,3/2; 1/2,2,5/2; 1,2,2 -> 0.0146986184
Example rows cycled: 1,2,2; 1/2,2,5/2; 1/2,1,3/2 -> -0.0146986184
Different images of the example: 72
Images with the same value: 36
Images with the opposite value: 36
Example: largest deviation from sign rule: 3.6e-17
Random arrays tested, S even: 8
Random arrays tested, S odd: 8
Random arrays: largest deviation from sign rule: 1.7e-16
Equal rows used: 1,3/2,3/2
Allowed third rows with S odd: 7
Largest |9j| among them: 1.1e-18
Allowed third rows with S even: 17
Nonzero 9j among them: 17
Forced zero, array: 1,3/2,3/2; 1,3/2,3/2; 2,2,1
Forced zero, S: 13
Forced zero, 9j: -2.7e-19
Forced zero, sum of absolute terms: 0.029252
Even contrast, array: 1,3/2,3/2; 1,3/2,3/2; 0,1,1
Even contrast, S: 10
Even contrast, 9j: 0.0611111111
Unforced zero, array: 1/2,1,3/2; 1,3/2,3/2; 3/2,5/2,2
Unforced zero, S: 13
Unforced zero, different images: 72
Unforced zero, 9j: 1.1e-18
Unforced zero, sum of absolute terms: 0.032733
OK
```
